# Classical Partition Function of a Hindered Methyl Rotor in Metal Alkyls

## 1. Definitions and conventions

A methyl group turns about the bond joining its carbon to a metal atom. The group is taken as rigid and the axis as fixed. Its torsion angle is \(\phi\), with \(0\le\phi<2\pi\), its moment of inertia about the axis is \(I\), and its angular momentum is \(p=I\dot\phi\). The potential is

\[
U(\phi)=\frac V2\,(1-\cos n\phi),\qquad V>0 .
\]

Here \(n\) is the number of equal wells in one turn. Since \(U\) runs from 0 to \(V\), the symbol \(V\) means the full barrier height, and **energy is counted from the minimum of the potential**. Further symbols are

\[
\beta=\frac1{kT},\qquad x=\frac{V}{2kT},\qquad B=\frac{\hbar^2}{2I},\qquad h=2\pi\hbar .
\]

The symmetry number \(\sigma\) counts the orientations that differ by a rotation of identical nuclei; for a methyl group \(\sigma=3\). The mechanical formulas hold in Gaussian units, with \(I\) in g cm². Numerical energies are given in meV.

The result to be derived is

\[
q=q_{\rm free}F(x),\qquad
q_{\rm free}=\frac{\sqrt{2\pi IkT}}{\sigma\hbar},\qquad
F(x)=e^{-x}I_0(x).
\]

The modified Bessel functions needed are defined by

\[
I_\ell(x)=\frac1{2\pi}\int_0^{2\pi}\cos(\ell\theta)\,e^{x\cos\theta}\,d\theta ,\qquad \ell=0,1 .
\]

The subscripted \(I_0,I_1\) are functions; the plain \(I\) is the moment of inertia.

## 2. The partition function

The classical Hamiltonian is \(H=p^2/2I+U(\phi)\). One quantum state occupies phase-space area \(h\), so

\[
q=\frac1{\sigma h}\int_{-\infty}^{\infty}dp\,e^{-\beta p^2/2I}
\int_0^{2\pi}d\phi\,e^{-\beta U(\phi)} .
\]

The integrals separate because the kinetic energy does not contain \(\phi\). The first is a Gaussian integral, equal to \(\sqrt{2\pi IkT}\). In the second, \(\beta V/2=x\), and therefore

\[
\int_0^{2\pi}e^{-\beta U}d\phi
=e^{-x}\int_0^{2\pi}e^{x\cos n\phi}d\phi .
\]

Put \(\theta=n\phi\). Then \(d\phi=d\theta/n\), while \(\theta\) covers \(n\) full periods. The factors \(n\) and \(1/n\) cancel, leaving \(2\pi e^{-x}I_0(x)\). Hence

\[
q=\frac{\sqrt{2\pi IkT}}{\sigma\,2\pi\hbar}\,2\pi e^{-x}I_0(x)
=q_{\rm free}\,e^{-x}I_0(x).
\]

With \(V=0\) we have \(x=0\) and \(F=1\), which identifies \(q_{\rm free}\). At given \(V\) and \(T\), the factor \(F\) depends on neither \(n\), \(I\) nor \(\sigma\).

The series for \(I_0\) follows by expanding \(e^{x\cos\theta}\). Odd powers of the cosine average to zero. For even powers, write \(\cos\theta=(e^{i\theta}+e^{-i\theta})/2\); the constant part of \(\cos^{2j}\theta\) comes from choosing each exponential \(j\) times:

\[
\overline{\cos^{2j}\theta}=\frac1{4^j}\frac{(2j)!}{(j!)^2},
\qquad
I_0(x)=\sum_{j=0}^\infty\frac{x^{2j}}{(2j)!}\,\overline{\cos^{2j}\theta}
=\sum_{j=0}^\infty\frac{(x/2)^{2j}}{(j!)^2}.
\]

As a test, the double integral over \(p\) and \(\phi\) was evaluated by quadrature at 300 K for \(n=1,2,3,6\) and \(V=5,20,150\) meV. It agreed with the formula to better than one part in \(10^9\).

**The energy zero.** The mean of \(U\) over the circle is \(V/2\). If energy were counted from this mean, every Boltzmann factor would be multiplied by \(e^{\beta V/2}=e^x\), and the hindrance factor would become \(I_0(x)\). Thus \(e^{-x}\) expresses the choice of zero, while \(I_0\) expresses the modulation about the mean. A reaction energy taken between potential minima goes with \(F\), not with \(I_0\).

## 3. Weak and strong hindrance

For small \(x\), multiply the two series:

\[
F=\left(1-x+\frac{x^2}{2}+\cdots\right)\left(1+\frac{x^2}{4}+\cdots\right)
=1-x+\frac{3x^2}{4}+O(x^3).
\]

The first correction is minus the mean potential divided by \(kT\).

For large \(x\), the rotor stays near the minima. Use \(1-\cos\theta=\theta^2/2-\theta^4/24+\cdots\):

\[
F\simeq\frac1{2\pi}\int_{-\infty}^{\infty}e^{-x\theta^2/2}
\left(1+\frac{x\theta^4}{24}\right)d\theta .
\]

The Gaussian has norm \(\sqrt{2\pi/x}\), and its fourth moment is \(3/x^2\). Consequently

\[
F\simeq\frac1{\sqrt{2\pi x}}\left(1+\frac1{8x}\right).
\]

Near a minimum \(U\simeq n^2V\phi^2/4\), so the force constant is \(n^2V/2\) and

\[
\omega=n\sqrt{\frac{V}{2I}},\qquad \hbar\omega=n\sqrt{VB}.
\]

With the leading term of \(F\), and \(2\pi x=\pi V/kT\),

\[
q\to\frac{\sqrt{2\pi IkT}}{\sigma\hbar}\sqrt{\frac{kT}{\pi V}}
=\frac{kT}{\sigma\hbar}\sqrt{\frac{2I}{V}}
=\frac n\sigma\,\frac{kT}{\hbar\omega}.
\]

For \(n=\sigma=3\) this is one classical harmonic oscillator: the three wells are the same well up to relabelling of the hydrogens.

## 4. Energy and heat capacity

Let \(r=I_1/I_0\), which is the thermal average of \(\cos n\phi\). Differentiating the definition of \(I_0\) gives \(I_0'=I_1\), hence \(d\ln F/dx=-1+r\). Also \(dx/dT=-x/T\). The mean energy is

\[
E=kT^2\frac{d\ln q}{dT}
=kT^2\left[\frac1{2T}+\frac xT(1-r)\right]
=\frac{kT}{2}+\frac V2(1-r).
\]

The heat capacity needs \(r'=dr/dx\). From the definition of \(I_1\),

\[
I_1'=\frac1{2\pi}\int_0^{2\pi}\cos^2\theta\,e^{x\cos\theta}d\theta
=I_0-\frac1{2\pi}\int_0^{2\pi}\sin^2\theta\,e^{x\cos\theta}d\theta .
\]

Since \(\sin\theta\,e^{x\cos\theta}=-x^{-1}\,d(e^{x\cos\theta})/d\theta\), integration by parts turns the last term into \(I_1/x\). The boundary term vanishes by periodicity. Then

\[
r'=\frac{I_1'}{I_0}-\frac{I_1I_0'}{I_0^2}=1-\frac rx-r^2,
\]

\[
C=\frac{dE}{dT}=\frac k2-\frac V2\,r'\frac{dx}{dT}
=k\left[\frac12+x^2\left(1-\frac rx-r^2\right)\right],
\]

where \(V/2=xkT\) was used.

For small \(x\), \(r\simeq x/2\), so \(C/k\simeq1/2+x^2/2\). For large \(x\), differentiating \(\ln F\) gives \(r\simeq1-1/(2x)-1/(8x^2)\), hence \(r'\simeq1/(2x^2)+1/(4x^3)\) and \(C/k\simeq1+1/(4x)\). The classical heat capacity thus starts at \(k/2\) for a free rotor, exceeds \(k\) at finite large \(x\), and approaches \(k\) from above. It must have a maximum in between.

## 5. When classical mechanics suffices

The quantum Hamiltonian is \(\hat H=-B\,d^2/d\phi^2+U\). Its trace can be taken with plane waves \(e^{im\phi}\), \(m\) an integer. Write

\[
e^{-\beta\hat H}e^{im\phi}=e^{im\phi}e^{-\beta(Bm^2+U)}w(\beta,\phi,m),
\qquad w(0)=1 .
\]

Differentiating with respect to \(\beta\), and letting primes on \(U\) and \(w\) mean \(d/d\phi\), gives

\[
\frac{\partial w}{\partial\beta}
=B\left[w''-2\beta U'w'-\beta U''w+\beta^2U'^2w
+2im(w'-\beta U'w)\right].
\]

At fixed \(p=\hbar m\), the product \(Bm\) is of order \(\hbar\) and \(B\) is of order \(\hbar^2\). Put \(w=1+w_1+w_2+\cdots\). The first order is

\[
\frac{\partial w_1}{\partial\beta}=-2imB\beta U'
\quad\Rightarrow\quad w_1=-imB\beta^2U'.
\]

Inserting \(w_1\) in the terms with \(2im\) gives the second order:

\[
\frac{\partial w_2}{\partial\beta}=B(-\beta U''+\beta^2U'^2)
+2m^2B^2(\beta^2U''-\beta^3U'^2),
\]

\[
w_2=B\left(-\frac{\beta^2U''}{2}+\frac{\beta^3U'^2}{3}\right)
+2m^2B^2\left(\frac{\beta^3U''}{3}-\frac{\beta^4U'^2}{4}\right).
\]

When \(kT\gg B\), the sum over \(m\) may be replaced by an integral, with exponentially small error. Then \(w_1\), odd in \(m\), drops out, and \(\overline{m^2}=1/(2\beta B)\) replaces \(2m^2B^2\) by \(B/\beta\):

\[
\overline{w_2}=B\left(-\frac{\beta^2U''}{6}+\frac{\beta^3U'^2}{12}\right).
\]

In the average over angle with weight \(e^{-\beta U}\), integration by parts gives \(\beta\langle U'^2\rangle=\langle U''\rangle\). Moreover \(U''=(n^2V/2)\cos n\phi\), so \(\langle U''\rangle=n^2Vr/2\). Thus

\[
\frac{q_{\rm quantum}}{q}
=1-\frac{B\beta^2}{12}\langle U''\rangle+O(\hbar^4)
=1-\frac{n^2Bx}{12kT}\,r+O(\hbar^4).
\]

The \(\hbar^3\) term vanishes because it is odd in \(p\). Since \(n^2Bx/(12kT)=(\hbar\omega)^2/[24(kT)^2]\), the correction is the leading one for a harmonic oscillator, reduced by \(r\). For a weakly hindered rotor, where \(r\simeq x/2\), it is therefore much smaller than for an oscillator of the same \(\omega\).

**Origin of \(\sigma\).** For \(n=3\), the potential couples \(m\) to \(m\pm3\), so the levels fall into three classes, \(m=3j+s\) with \(s=0,1,-1\). Three protons have eight spin states. A cyclic permutation leaves the total wavefunction unchanged, which pairs the classes with 4, 2 and 2 spin states respectively. In the classical limit each class holds one third of the Boltzmann sum. Dropping the constant spin factor 8 gives \((4+2+2)/(8\cdot3)=1/3\) of the sum over all levels, which is the division by \(\sigma=3\).

## 6. Four tops on one molecule

In a tetrahedral M(CH₃)₄ molecule, let \(\mathbf u_i\) be the unit vectors along the bonds, \(\boldsymbol\Omega\) the angular velocity of the frame, and \(I_t\) the total moment of inertia, which is the same about every axis. A top spinning at \(\dot\phi_i\) has angular momentum \(I\dot\phi_i\mathbf u_i\) relative to the frame, so

\[
K=\frac{I_t}{2}\Omega^2
+I\,\boldsymbol\Omega\cdot\sum_i\mathbf u_i\dot\phi_i
+\frac I2\sum_i\dot\phi_i^2 .
\]

Each top is threefold symmetric, so these coefficients do not depend on the torsion angles. Completing the square in \(\boldsymbol\Omega\) leaves the torsional mass matrix

\[
M_{ij}=I\left(\delta_{ij}-a\,\mathbf u_i\cdot\mathbf u_j\right),\qquad a=I/I_t .
\]

The \(4\times4\) matrix \(\mathbf u_i\cdot\mathbf u_j\) has trace 4 and rank 3. Tetrahedral symmetry makes its three nonzero eigenvalues equal, each \(4/3\). The momentum integral is proportional to \(\sqrt{\det M}\), so recoil multiplies the four-top free factor by

\[
\left(1-\frac{4a}{3}\right)^{3/2}.
\]

Recoil changes \(q_{\rm free}^4\) but leaves \(F^4\) unchanged. A mass matrix built from Cartesian atomic positions gave the same recoil factor at three random sets of torsion angles.

Potential coupling is different: it prevents the angular integral from factorizing. As a model, let each of the six pairs add

\[
\frac W4(1-\cos3\phi_i)(1-\cos3\phi_j),
\]

which equals \(W\) when both tops are at their barrier. To first order in \(W\), averaging over independent tops gives a relative change in \(F^4\) of \(-6\beta W(1-r)^2/4\).

## 7. Which metal alkyls fit the model

In M(CH₃)₄ each methyl group faces three equivalent bonds, so \(n=3\) is natural. In a planar M(CH₃)₃ molecule, half a turn about one M–C bond maps the frame onto itself and exchanges the other two methyl groups. After averaging over those groups, the one-top potential must be unchanged by \(\phi\to\phi+\pi\). This reverses \(\cos3\phi\), which is therefore forbidden; \(\cos6\phi\) is the leading allowed term. The formula for \(F\) still applies to that term, with \(n=6\) and \(V\) its own barrier, but threefold terms that couple different tops may remain.

## 8. Worked example: a methyl top on tetramethyllead

Tetramethyllead can serve as a lead source in vapour growth of lead chalcogenides. Take the round model values \(V=20\) meV (1.93 kJ/mol), C–H 1.09 Å, Pb–C 2.20 Å and tetrahedral angles. The temperatures are 300 K for a gas line and 700 K for a hot zone.

The hydrogens lie \(1.09\sqrt8/3=1.028\) Å from the axis. Three of them give \(I=5.302\times10^{-40}\) g cm², hence \(B=0.6546\) meV and

\[
\hbar\omega=3\sqrt{20\times0.6546}\ \text{meV}=10.85\ \text{meV}.
\]

At 300 K, \(kT=25.852\) meV and \(x=20/(2\times25.852)=0.3868\). Since \(2I/\hbar^2=1/B\),

\[
q_{\rm free}=\frac13\sqrt{\frac{\pi\times25.852}{0.6546}}=3.713,
\]

\[
F=e^{-0.3868}\times1.0378=0.7049,\qquad q=3.713\times0.7049=2.617 .
\]

With \(r=0.1899\), the energy is \(E=12.93+10(1-0.1899)=21.03\) meV, and \(C/k=0.571\). At 700 K, \(x=0.1658\), \(F=0.8531\), \(q=4.838\), \(E=39.3\) meV and \(C/k=0.514\).

**Comparison with free rotation.** For four uncoupled tops, \(F^4=0.247\) at 300 K and 0.530 at 700 K. Setting \(F=1\) while keeping the energy zero at the minimum would overcount by factors of \(1/0.247=4.05\) and \(1/0.530=1.89\). The energy shift alone, \(e^{4x}\), would give 4.70 and 1.94. The modulation about the mean partly offsets it, through the four-top factors \(1.0378^4=1.16\) and \(1.0069^4=1.03\).

**Comparison with a harmonic oscillator.** A quantum oscillator with the same \(\omega\), its energy also counted from the potential minimum, gives \(q=2.364\) at 300 K and 5.550 at 700 K. These are 0.903 and 1.147 times the hindered-rotor values: the error changes sign. The classical ratio of hindered rotor to oscillator explains this. It is \(\sqrt{2\pi x}\,F(x)\), equal to 1.099 at 300 K and 0.871 at 700 K. For large \(x\) it exceeds one, because the cosine well is softer than a parabola; for small \(x\) it falls below one, because the angle is confined to a circle. The crossing lies already at \(x\approx0.26\), about 450 K for this barrier, between the two temperatures.

**Quantum correction.** At 300 K the formula gives

\[
1-\frac{9\times0.6546\times0.3868}{12\times25.852}\times0.1899=0.99861,
\]

against 0.99864 from the computed levels. At 700 K both give 0.9999. With \(V\) held fixed, the remainder at 300 K fell by a factor of 15.95 when \(B\) was reduced from one quarter to one sixteenth of its value; an \(\hbar^4\) remainder, proportional to \(B^2\), predicts 16. On cooling, the quantum sum is 1% below the classical result at about 150 K, and at 30 K it is 0.60 of it. There the classical formula is unsuitable.

**Shape of the barrier.** A rigid torsion scan of the smaller molecule CH₃PbH₃ was computed by restricted Hartree–Fock with the def2-SVP basis and an effective core potential on lead. The Pb–H length was set to 1.75 Å. The barrier was 19.8 meV, a value not converged to the digits shown. At the same geometry the larger def2-TZVP basis gives 19.1 meV, and MP2 with all explicit electrons correlated gives 20.2 meV (def2-SVP) and 16.3 meV (def2-TZVP). Lengthening Pb–C from 2.20 to 2.24 Å lowers the def2-SVP Hartree–Fock barrier to 17.3 meV. If a term \((sV/2)(1-\cos6\phi)\) is added to the threefold potential, the energy at 30° gives \(s=-0.0014\). Such a term changes \(F\) by 0.05% at 300 K in the example. Only the smallness of \(s\) is established, not its value or sign: across the two bases, with and without MP2, it ranges from \(-0.0024\) to \(+0.0008\), which keeps its effect on \(F\) at about 0.1% or less. The scan supports the cosine shape for this molecule at this level. It omits electron correlation, geometry relaxation, spin–orbit coupling and the other three methyl groups, so the closeness of 19.8 to the chosen 20 meV does not validate the barrier for tetramethyllead.

**Relation to the real precursor.** The chosen barrier and temperatures are rough values, and \(F\) is sensitive to the barrier. Since \(\partial\ln F/\partial V=-(1-r)/(2kT)\), a 5 meV increase lowers \(\ln F\) by about 0.08 per top at 300 K, or about 0.3 for four tops. Real methyl groups also interact. An assumed \(W=2\) meV lowers \(F^4\) by 7.1% at 300 K and 4.0% at 700 K; the first-order estimates are 7.6% and 4.2%. Recoil, with \(a=0.0148\), multiplies the free factor for four tops by 0.971. For comparison, the quantum correction for four independent tops lowers their partition function by 0.54% at 300 K and 0.04% at 700 K. At 700 K the equilibrium result further presumes that the molecule thermalizes before it decomposes. The basic model values are listed in the numerical output.

## Computed results

```
Chosen barrier V = 20.0 meV = 1.930 kJ/mol
Chosen C-H = 1.09 A, Pb-C = 2.20 A
H distance from torsion axis = 1.0277 A
Top moment of inertia = 5.3022e-47 kg m^2
Same = 5.3022e-40 g cm^2
Rotational constant B = 0.6546 meV
Harmonic quantum hbar*omega = 10.855 meV
--- T = 300 K, kT = 25.852 meV
x = V/2kT = 0.38682
I0(x) = 1.03776
I1/I0 = 0.18988
Factor F = 0.70486; F^4 = 0.24684
q_free = 3.7130; q hindered = 2.6171
q by phase-space quadrature = 2.6171
Mean energy E = 21.027 meV
Heat capacity C/k = 0.57078
Quantum/classical q, levels = 0.998637
Quantum/classical q, formula = 0.998605
Quantum harmonic q = 2.3643
Harmonic/hindered q = 0.9034
Sixfold term changes F by 0.052 %
Coupling W = 2.0 meV changes F^4 by -7.12 %
--- T = 700 K, kT = 60.321 meV
x = V/2kT = 0.16578
I0(x) = 1.00688
I1/I0 = 0.08261
Factor F = 0.85306; F^4 = 0.52958
q_free = 5.6717; q hindered = 4.8383
q by phase-space quadrature = 4.8383
Mean energy E = 39.335 meV
Heat capacity C/k = 0.51360
Quantum/classical q, levels = 0.999890
Quantum/classical q, formula = 0.999889
Quantum harmonic q = 5.5497
Harmonic/hindered q = 1.1470
Sixfold term changes F by 0.023 %
Coupling W = 2.0 meV changes F^4 by -4.05 %
--- Limits of the model
Remainder ratio for B/4 and B/16 = 15.95
Classical q is 1 % off quantum at T = 150.5 K
Quantum/classical q at 30 K = 0.5971
Spin-weighted/(all levels/3) at 30 K = 1.0015
Inertia share a = I/I_total = 0.01476
Recoil factor on four-top q_free = 0.97063
--- CH3PbH3, rigid RHF/def2-SVP scan, Pb-H = 1.75 A
Barrier = 19.84 meV = 1.914 kJ/mol
Sixfold/threefold amplitude = -0.00137
F(300 K) with this barrier = 0.70662
```
